# Anti-trapping flux for a phase-field front without diffusion behind it

A phase-field computation of phosphorus-doped germanium freezing from the melt gives $3.09\times10^{16}$ phosphorus atoms per cm³ in the solid 2 mm from the start. The sharp-front problem with the same parameters gives $2.62\times10^{16}$, so the computed value is 18 % too high. Yet the width parameter of the numerical interface, $W=50$ µm, is only one twentieth of the solute diffusion length. One additional flux inside the interface, with no adjustable parameter, lowers the value to $2.69\times10^{16}$. The flux is derived below in two ways, and the 2.8 % that remains is traced to a different cause.

## The model and what it should reproduce

A growing phase (here the solid) advances at speed $V$ into a parent phase (the melt). The unit normal $\mathbf n$ points into the parent, along $+x$ for a flat front. Solute is dilute, and the real front is in local equilibrium: the solid forms with concentration $c_S=kC_+$, where $C_+$ is the parent concentration at the front and $k$ the partition coefficient. The solid does not conduct solute. The parent must therefore carry away the rejected part,

$$-D\,\partial_nC=V(1-k)C_+ .\qquad(1)$$

The phase field is $\phi=+1$ in the solid and $-1$ in the parent. To leading order its profile is taken to be the equilibrium one, centred on the front,

$$\phi=-\tanh\frac{x}{\sqrt2\,W},\qquad g\equiv\frac{1-\phi}{2}=\frac{1}{1+e^{-\sqrt2x/W}} .$$

Here $g$ is the local parent fraction. Let $C$ be the parent-side concentration that has the local chemical potential. A mixture of parent at $C$ and solid at $kC$ contains

$$c=[k+(1-k)g]\,C .\qquad(2)$$

The solute equation, with an additional flux $\mathbf j$ still to be found, is

$$\partial_tc=\nabla\cdot(Dg\nabla C)-\nabla\cdot\mathbf j,\qquad \mathbf j=a\,W(1-k)\,C\,\partial_t\phi\;\mathbf n .\qquad(3)$$

This form of $\mathbf j$ is natural because the flux should act only where the phase is changing and should scale with the amount rejected, $(1-k)C$. Being a flux, it conserves solute. The small parameter is

$$\varepsilon=\frac{VW}{D}\ll1 .$$

Spurious trapping means that the parent field, extrapolated to $x=0$, gives a $C_+$ different from $C_-\equiv c_S/k$. The effective partition coefficient $k_{\rm eff}=c_S/C_+$ then differs from the prescribed $k$.

Two relations are used repeatedly. Differentiating $g$ gives $g'=\sqrt2\,g(1-g)/W$. For a profile moving at speed $V$, $\partial_tg=-Vg'$, and since $\phi=1-2g$,

$$\partial_t\phi=2Vg'=\frac{2\sqrt2\,V}{W}\,g(1-g).\qquad(4)$$

## First derivation: balance at a fixed point

Consider a fixed point while the front passes over it. From (2),

$$\partial_tc=[k+(1-k)g]\,\partial_tC+(1-k)C\,\partial_tg .$$

Across the interface $C$ varies by a relative amount of order $\varepsilon$, whereas $g$ changes by one. The second term dominates: solute is released because parent turns into solid. Let $J$ be the total flux along $\mathbf n$. With $\partial_tc=-\partial_xJ$ and $\partial_tg=-Vg'$,

$$\partial_xJ=V(1-k)C\,g' \quad\Rightarrow\quad J=V(1-k)C\,g .\qquad(5)$$

The constant of integration is zero because no flux comes out of the solid, and $C$ is treated as constant at this order. Equation (5) fixes the total flux, whichever mechanism carries it.

If diffusion carries all of it, then $-Dg\,C'=V(1-k)Cg$. The factor $g$ cancels and

$$C'=-\frac{V(1-k)C}{D}$$

everywhere, even behind the front. This is the origin of the trapping. The solid-side conductance falls in proportion to $g$, but so does the flux it must carry, so the parent's gradient runs on into the solid. Material there freezes with a $C$ higher than $C_+$.

In the sharp problem the gradient is zero behind the front and has the value (1) ahead of it. We therefore require

$$C'=-\frac{V(1-k)C}{D}\,s(x),\qquad s\to0\ \text{(solid)},\quad s\to1\ \text{(parent)}.$$

Integrating from the solid, the parent line extrapolates back to the solid value if

$$\int_{-\infty}^{0}s\,dx=\int_0^\infty(1-s)\,dx .\qquad(6)$$

Diffusion now carries $V(1-k)C\,gs$, and the additional flux must supply the rest of (5):

$$j=V(1-k)C\,g(1-s).$$

Putting (4) into (3) gives $j=2\sqrt2\,a\,V(1-k)C\,g(1-g)$. Equating the two expressions,

$$a(\phi)=\frac{1-s}{2\sqrt2\,(1-g)} .$$

The choice $s=g$ satisfies (6), because $g(-x)=1-g(x)$, and it makes $a$ a constant:

$$\boxed{\;\mathbf j=\frac{1}{2\sqrt2}\,W(1-k)\,C\,\partial_t\phi\;\mathbf n\;}\qquad(7)$$

The sign is positive: while the solid grows, $\partial_t\phi>0$ and the flux pushes solute towards the parent. Integrating $C'$ with $s=g$ gives

$$C=C_--\frac{\varepsilon(1-k)C_-}{\sqrt2}\ln\!\left(1+e^{\sqrt2x/W}\right).$$

This tends to $C_-$ in the solid and to $C_--\varepsilon(1-k)C_-\,x/W$ in the parent. The latter extrapolates to $C_-$ at $x=0$, so there is no jump at first order.

## Second derivation: solve for the jump

Now leave the strength of the flux open. Let $\mathbf j$ be $\alpha$ times (7), solve the steady solute equation, and ask which $\alpha$ removes the jump.

In the frame of a steady flat front $\partial_t\to-V\partial_x$, so (3) becomes $-Vc'=(DgC'-j)'$. Integrating from the deep solid, where $g=j=0$ and $c=c_S$,

$$DgC'=j-V(c-c_S).$$

Set $\xi=x/W$ and $\theta=C/C_-$, and let primes now denote $d/d\xi$. Using $c_S=kC_-$, (2) and $j=\alpha V(1-k)Cg(1-g)$, then dividing by $g$,

$$\theta'=\varepsilon\left\{\frac{k(1-\theta)}{g}-(1-k)\,\theta\,S\right\},\qquad S=1-\alpha(1-g)=(1-\alpha)+\alpha g .$$

With $\theta=1+\varepsilon\eta$,

$$\eta'=-\frac{\varepsilon k}{g}\,\eta-(1-k)(1+\varepsilon\eta)S .\qquad(8)$$

In the source, $\varepsilon\eta$ is a higher-order correction and is dropped. The first term must be kept: it carries a factor $\varepsilon$, but deep in the solid $g$ is smaller than $\varepsilon$. The equation is then linear, so $\eta=(1-\alpha)\eta_1+\alpha\eta_g$, where $\eta_1$ has source $S=1$ and $\eta_g$ has $S=g$.

**Source 1.** Here $1/g=1+e^{-\sqrt2\xi}$. The 1 contributes a damping rate $\varepsilon k$, negligible over the interface, and is dropped. The integrating factor gives

$$\eta_1=-(1-k)\int_{-\infty}^{\xi}\exp\!\left[-\frac{\varepsilon k}{\sqrt2}\left(e^{-\sqrt2\xi'}-e^{-\sqrt2\xi}\right)\right]d\xi' .$$

Substitute $\zeta=\varepsilon k\,e^{-\sqrt2\xi}/\sqrt2$, for which $d\xi=-d\zeta/(\sqrt2\,\zeta)$:

$$\eta_1=-\frac{1-k}{\sqrt2}\,e^{\zeta}E_1(\zeta),\qquad E_1(\zeta)=\int_\zeta^\infty\frac{e^{-u}}{u}\,du .$$

On the parent side $\zeta\to0$, where $E_1\to-\gamma-\ln\zeta$ and $\gamma$ is Euler's constant. Since $-\ln\zeta=\ln[\sqrt2/(\varepsilon k)]+\sqrt2\,\xi$,

$$\eta_1\to-(1-k)(\xi+\ell),\qquad \ell=\frac{1}{\sqrt2}\left[\ln\frac{\sqrt2}{\varepsilon k}-\gamma\right].\qquad(9)$$

**Source $g$.** Now $\eta$ itself is proportional to $g$ in the solid, so $\varepsilon k\eta/g$ is only of order $\varepsilon$ and can be dropped at leading order. Then

$$\eta_g=-\frac{1-k}{\sqrt2}\ln\!\left(1+e^{\sqrt2\xi}\right)\to-(1-k)\,\xi ,$$

with no offset.

The parent solution beyond the interface is $C=c_S+(C_+-c_S)e^{-\varepsilon\xi}$, whose slope near the front is $-\varepsilon(1-k)C_-$ at leading order. The offset at $\xi=0$ is therefore the jump:

$$\frac{C_+}{C_-}=1-(1-\alpha)\,\varepsilon(1-k)\,\ell .\qquad(10)$$

It vanishes at this order for $\alpha=1$, which is (7) again. A flux of half strength leaves half of the trapping, and one of double strength reverses it. Numerical integration of the steady equation at $\varepsilon=0.001$, $k=0.08$ agrees with (10) within 2 % for $\alpha=0$, 0.5 and 2.

The length $\ell W$ has a direct meaning. It is the depth behind the front to which the solid still exchanges solute in the model, down to where $g$ is of order $\varepsilon k$. Without the flux, the solid takes its composition from the parent's gradient continued to that depth. As $k\to1$ nothing is rejected and the trapping disappears. As $k\to0$ at fixed $\varepsilon$, $\ell$ grows logarithmically, and (10) holds only while $\varepsilon(1-k)\ell\ll1$.

**What is left at $\alpha=1$.** In the solid $\eta\simeq-(1-k)g/\sqrt2$, so the dropped term $-\varepsilon k\eta/g$ equals the constant $\varepsilon k(1-k)/\sqrt2$. It acts over a distance $\ln(1/\varepsilon)/\sqrt2$, up to a constant, and so adds to $C_+/C_-$

$$\frac{k(1-k)}{2}\,\varepsilon^2\ln\frac1\varepsilon .$$

The other dropped term contains $\eta g$, which decays in the solid and gives no logarithm. For $k=0.08$ the coefficient is 0.0368. Comparing the numerical jumps at $\varepsilon=10^{-3}$ and $10^{-4}$ gives the same value to three digits.

## What each derivation assumes

The first derivation is local and does not require a flat front. It takes $C$ as nearly constant across the interface and neglects its change in time; when the composition at the front drifts, an error of order $\varepsilon\ell$ remains, as shown below. The derivation yields a family of fluxes, one for each $s$ obeying (6), and a constant $a$ results from choosing $s=g$. Its weakness is the neglected term $[k+(1-k)g]\,\partial_tC$. Behind the front, where $g$ has fallen to order $\varepsilon$, this small term competes with the equally small diffusive flux. For the same reason it cannot give the size of the trapping: with $s=1$ the left integral in (6) diverges.

The second derivation assumes a steady flat front and a constant $a$. In return it treats the solid-side tail properly, gives the trapping without the flux, and shows that within this one-parameter family a single strength cancels it at first order.

Both assume the equilibrium profile. Suppose motion changes the argument of the hyperbolic tangent by a relative amount of order $\varepsilon$. Through $\partial_t\phi$, a changed decay rate in the solid acts like $\alpha=1+O(\varepsilon)$, and (10) then gives a jump of order $\varepsilon^2\ell$, still beyond first order. Neither derivation determines the kinetic coefficient of the front, which also depends on the equation for $\phi$.

## Curved fronts

On a front with curvature $\kappa=\nabla\cdot\mathbf n$, the divergence of the normal flux gains a term $\kappa J$. By (5), its excess over the sharp front, integrated across the interface, is

$$\kappa V(1-k)C\int(g-H)\,dx ,$$

where $H$ is the unit step, equal to 1 in the parent. The excess of stored solute involves the same integral, by (2). So does excess diffusion along the front, $D\,\partial_\sigma^2C\int(g-H)\,dx$, with $\sigma$ the arc length. The integral vanishes by the symmetry of $g$, so the leading errors from interface stretching and surface diffusion vanish too.

A growing cylinder of radius $R=2\lambda\sqrt{Dt}$ provides a test with a known sharp solution. With $u=r^2/(4Dt)$ the diffusion equation becomes $(uC_u)_u=-uC_u$. Hence $C_u\propto e^{-u}/u$ and

$$C=c_\infty+(C_i-c_\infty)\frac{E_1(u)}{E_1(\lambda^2)} ,$$

where $C_i$ is the value at the front. There the outward flux is $2D(C_i-c_\infty)e^{-\lambda^2}/[R\,E_1(\lambda^2)]$. It must equal $(1-k)C_i\dot R$ with $\dot R=2\lambda^2D/R$, so

$$C_i=\frac{c_\infty}{1-(1-k)\lambda^2e^{\lambda^2}E_1(\lambda^2)} .$$

For $\lambda=0.7$ and $k=0.08$ this is $1.727\,c_\infty$. Equation (3) was solved with the radius prescribed to grow from $20W$ to $50W$, and the solid was read at $35W$. Relative to $kC_i$, its concentration is about 0.25 % low with the flux and about 9.2 % high without it; mesh refinement shifts these by about 0.01 and 0.04 percentage point.

## When the interface composition drifts

Let $C$ at the front rise by $r$ for each $W$ of advance. In the solid tail $g\simeq e^{\sqrt2\xi}$, and (4) and (7) give $j\simeq V(1-k)Cg$. This flux is not small compared with diffusion there, but its divergence, $V(1-k)C\,\partial_xg$ at leading order, carries off exactly the solute released by the term $(1-k)C\,\partial_tg$ in $\partial_tc$. The two cancel in (3). The terms left over are proportional to $g^2C$, $g\,\partial_tC$ or $Vg\,\partial_xC$. Deep in the tail they are small beside $k\,\partial_tC$, so what remains is $k\,\partial_tC=\partial_x(Dg\,\partial_xC)$. Write $C=rz+f(\xi)$, with $z$ the front position in units of $W$, and $q=f'$. At a fixed point $\partial_tC=(V/W)(r-q)$, so (3) becomes

$$(gq)'=\varepsilon k\,(r-q).$$

With $\zeta=\varepsilon k/(\sqrt2\,g)$ and $m=gq/r$, this reads $dm/d\zeta=m-\varepsilon k/(\sqrt2\,\zeta)$. The solution that stays bounded deep in the solid is $m=(\varepsilon k/\sqrt2)\,e^\zeta E_1(\zeta)$, that is,

$$q=r\,\zeta e^{\zeta}E_1(\zeta).$$

Deep in the solid $q\to r$ and $f=r\xi+K$: the composition is frozen. Nearer the front, since $d(e^\zeta E_1)/d\zeta=e^\zeta E_1-1/\zeta$,

$$f-K-r\xi=-\frac{r}{\sqrt2}\int_\zeta^\infty\!\left(\frac1{\zeta'}-e^{\zeta'}E_1(\zeta')\right)d\zeta'=-\frac{r}{\sqrt2}\,e^\zeta E_1(\zeta)\to-r(\xi+\ell).$$

Thus $C_+=rz+K-r\ell$ at the front, whereas the value frozen at position $X$ is $rX+K$. The two agree when $z=X+\ell$: the solid at $X$ keeps the composition $kC_+$ that the front has after advancing a further $\ell W$. The relative error is thus about $\ell r/C$. In a transient that starts from a uniform melt, $r/C$ is at most of order $\varepsilon$ once the front has advanced a distance of order $D/V$, and the error is then at most of order $\varepsilon\ell$. Closer to the start the composition drifts faster and the error is larger. The anti-trapping flux does not remove it, and it disappears when the composition is steady.

## Germanium doped with phosphorus

The rough parameters are $k=0.08$, $D=10^{-4}$ cm²/s, $V=10$ µm/s and a melt with $10^{17}$ cm⁻³ of phosphorus. Then $D/V=1000$ µm, and $W=50$ µm gives $\varepsilon=50/1000=0.05$. From (9), $\ell=3.74$, or 187 µm.

For steady growth without the flux, (10) predicts a jump of $-0.05\times0.92\times3.74=-0.172$; the numerical value is $-0.156$. The difference, 0.016, is comparable with the square of the jump, 0.03, as expected of a first-order law. The effective partition coefficient is $0.08/(1-0.156)=0.095$. With the flux the jump is $7\times10^{-4}$ and $k_{\rm eff}=0.0799$. By (10), bringing the jump down to 1 % without the flux would need $\varepsilon\approx0.0018$, that is $W\approx1.8$ µm.

The initial transient starts from a uniform melt. For the sharp front, measure length in $D/V$, time in $D/V^2$ and concentration in $c_\infty$. The Laplace transform in the front's frame obeys $s\hat C-1=\hat C''+\hat C'$, so

$$\hat C=\frac1s+Ae^{-Mx},\qquad M=\frac{1+\sqrt{1+4s}}{2}.$$

Condition (1) gives $MA=(1-k)(1/s+A)$, and the front value is

$$\frac1s+A=\frac{M}{s(M-1+k)} .$$

Its numerical inverse, times $k$, is the solid composition at the depth the front has then reached. The phase-field values come from (3) with the front's motion and profile prescribed and $W=50$ µm throughout (phosphorus in $10^{16}$ cm⁻³, errors relative to the sharp front):

| depth | sharp | with flux | without |
|---|---|---|---|
| 2 mm | 2.62 | 2.69 (+2.8 %) | 3.09 (+18 %) |
| 4 mm | 3.69 | 3.74 (+1.2 %) | 4.23 (+15 %) |
| 8 mm | 5.33 | 5.34 (+0.3 %) | 5.91 (+11 %) |

Mesh and time step affect these errors by less than 0.1 percentage point; refinement raises them by about 0.03 point with the flux (the 2 mm value becomes about 2.9 %) and by up to 0.09 point without it. The error left with the flux fades as the drift slows and then turns slightly negative: beyond about 11 mm the solid is roughly 0.2 % low at most. The solute taken up early is missing from the melt, and this deficit, together with a small second-order residue, then outweighs the fading drift error. At 2 mm the solid is about 4 % above $kC_+$ taken when the front was there, but within about 0.3 % of $kC_+$ taken when the front was $\ell W$ further on, as derived. The error against the sharp front is smaller, 2.8 %, because $C_+$ itself is about 1 % below its sharp value; by conservation, the extra solute in the solid has come from the melt. Halving $W$ at fixed $V$ and $D$ lowers the 2 mm error to 1.7 %, a factor of about 0.6. The product $\varepsilon\ell$ falls by a factor of 0.57.

A real germanium front is far thinner than 50 µm; that width is a numerical choice. The speed is of the order used in pulling crystals from the melt. The assumption most likely to fail is the quiescent melt. If stirring holds the melt at $c_\infty$ beyond a layer of thickness $\delta$, the steady parent solution gives

$$\frac{c_S}{c_\infty}=\frac{k}{k+(1-k)e^{-V\delta/D}} ,$$

which is 0.19 for weak convection with a rough $\delta=1$ mm, and about 0.1 for the 0.15 to 0.25 mm layer under a crystal rotated at 10 to 30 rpm, against 1 without stirring. That outweighs every numerical error above. The neglected density change on freezing is about 5 %. Real trapping at an atomically rough front, with a rough speed scale of 1 m/s, raises $k$ by only about 0.01 %. This estimate does not cover faceted growth: on {111} facets germanium takes up markedly more phosphorus than the equilibrium $k$ predicts, which the model does not describe. With a rough solid diffusivity of $10^{-10}$ cm²/s, phosphorus spreads about 3 µm in the 800 s of growth, so the 187 µm exchange depth belongs to the model and not to germanium. An ideal dilute liquidus gives a largest depression of 0.0086 K. To avoid supercooled melt ahead of the front, the temperature gradient must then exceed $0.0086\times0.92/(0.1\ \text{cm})\approx0.08$ K/cm, a weak requirement. The remaining values are in the numerical output.

## Computed values

```
partition coefficient k (rough) = 0.08
melt diffusivity D (rough) = 1.0e-04 cm2/s
front speed V = 10.0 um/s
phosphorus in melt = 1.0e+17 cm^-3
numerical width W = 50.0 um
diffusion length D/V = 1000 um
eps = V W/D = 0.050
exchange depth ell = 3.741 W = 187 um
anti-trapping coefficient a = 0.35355
Steady flat front, C_plus/C_minus - 1:
 eps=0.001 no flux: numeric -0.005967, law -0.005987
 example no flux: numeric -0.1562, law -0.1721
 example with flux: numeric 7.35e-04
 k_eff without flux = 0.09480
 k_eff with flux = 0.07994
 residue log coefficient: numeric 0.03681, formula 0.03680
Cylinder, lambda = 0.7: sharp C_i/c_inf = 1.7270
 solid error with flux = -0.25 %
 solid error without flux = 9.22 %
Transient: P in solid (1e16 cm^-3): sharp, with flux, without
 2 mm: 2.617, 2.691, 3.088
   error with 2.84 %, without 18.02 %
   solid/(k C_plus)-1: same place 4.06 %, front ell ahead -0.22 %
 4 mm: 3.691, 3.736, 4.229
   error with 1.23 %, without 14.58 %
   solid/(k C_plus)-1: same place 2.29 %, front ell ahead -0.15 %
 8 mm: 5.327, 5.341, 5.914
   error with 0.26 %, without 11.01 %
   solid/(k C_plus)-1: same place 1.11 %, front ell ahead -0.11 %
Error with flux at 2 mm, W = 25 um: 1.69 %
Neglected effects (rough inputs):
 stirred melt, layer 1 mm: steady solid/melt = 0.191 (quiescent: 1)
 density change on freezing = 5.4 %
 real trapping, speed scale 1 m/s: k raised by 0.0115 %
 solid diffusivity = 1e-10 cm2/s, growth time = 800 s
 spread in solid = 2.83 um
 melting point = 1211 K, heat = 37 kJ/mol
 largest liquidus depression = 0.0086 K
 gradient needed for flat front = 0.079 K/cm
```
